# Pressure of Blackbody Radiation with the Euler–Heisenberg Interaction

**Setting.** Radiation fills a large volume \(V\) in equilibrium at temperature \(\tau=k_BT\), far below the electron rest energy. Virtual electron–positron pairs make photons interact weakly. The parts below find what this does to the pressure.

Atomic units are used in the algebra: \(\hbar=m=e=1\) and \(c=1/\alpha\), so the rest energy is \(c^2\). The fields \(\mathbf E\) and \(\mathbf B\) have equal dimensions, and the free Lagrangian and energy densities are

\[
\mathcal L_0=\frac{E^2-B^2}{8\pi},\qquad \frac{E^2+B^2}{8\pi}.
\]

The energy density of the free gas at temperature \(\tau\) is called \(\rho\), and its pressure \(P_0\). Numbers are in eV and angstrom.

## (a) The quartic Lagrangian

**Question.** For constant fields the one-loop Lagrangian is

\[
\mathcal L_1=-\frac{c^5}{8\pi^2}\int_0^\infty\frac{ds}{s^3}\,e^{-s}\Big[sx\coth(sx)\,sy\cot(sy)-1-\tfrac{s^2}{3}(x^2-y^2)\Big],
\]

where \(x^2-y^2=(B^2-E^2)/c^6\) and \(xy=|\mathbf E\cdot\mathbf B|/c^6\). Find its leading term for weak fields.

**Answer.** The field scale is the critical field \(c^3\), so weak fields mean \(x,y\ll1\). The cotangent has poles at \(s=n\pi/y\), which the integration path must avoid; they contribute only terms of order \(e^{-\pi/y}\), which are absent from the power series. The two series are

\[
z\coth z=1+\frac{z^2}{3}-\frac{z^4}{45}+\dots,\qquad z\cot z=1-\frac{z^2}{3}-\frac{z^4}{45}+\dots
\]

In their product the terms of order \(s^0\) and \(s^2\) are removed by the subtractions. The term of order \(s^4\) is

\[
-s^4\left[\frac{x^4+y^4}{45}+\frac{x^2y^2}{9}\right]=-\frac{s^4}{45}\left[x^4+y^4+5x^2y^2\right].
\]

Since \(\int_0^\infty s\,e^{-s}ds=1\) and \(x^4+y^4=(x^2-y^2)^2+2x^2y^2\),

\[
\mathcal L_1=\frac{c^5}{360\pi^2}\left[(x^2-y^2)^2+7x^2y^2\right].
\]

Each term in the bracket carries \(c^{-12}\) when written in the fields, so

\[
\mathcal L_1=\kappa I,\quad I=(E^2-B^2)^2+7(\mathbf E\cdot\mathbf B)^2,\quad \kappa=\frac{\alpha^7}{360\pi^2}.
\]

For radiation this also requires photon energies far below \(c^2\), because the starting formula holds for constant fields.

## (b) From Lagrangian to pressure

**Question.** Express the pressure change \(\Delta P\) at fixed temperature, to first order in \(\kappa\), as a thermal average over the free gas.

**Answer.** The interaction contains \(\mathbf E\), which involves a time derivative of the vector potential, so the Hamiltonian needs a Legendre transform. Let \(\boldsymbol\Pi=\partial\mathcal L/\partial\mathbf E\). Up to a term that vanishes by Gauss's law, the energy density is

\[
\mathcal H=\boldsymbol\Pi\cdot\mathbf E-\frac{E^2-B^2}{8\pi}-\kappa I(\mathbf E,\mathbf B).
\]

At fixed \(\boldsymbol\Pi\) the solution is \(\mathbf E=4\pi\boldsymbol\Pi+O(\kappa)\). The function \(\boldsymbol\Pi\cdot\mathbf E-E^2/8\pi\) is stationary at \(\mathbf E=4\pi\boldsymbol\Pi\), so the \(O(\kappa)\) displacement changes it only at order \(\kappa^2\). Therefore

\[
\mathcal H=2\pi\Pi^2+\frac{B^2}{8\pi}-\kappa I(4\pi\boldsymbol\Pi,\mathbf B)+O(\kappa^2).
\]

The free energy is \(F=-\tau\ln\mathrm{Tr}\,e^{-H/\tau}\). When the exponential is differentiated, cyclicity of the trace lets \(\partial H/\partial\kappa\) stand beside the full exponential, even though it does not commute with \(H\):

\[
\frac{\partial F}{\partial\kappa}=\frac{\mathrm{Tr}\big(e^{-H/\tau}\,\partial H/\partial\kappa\big)}{\mathrm{Tr}\,e^{-H/\tau}}\;\xrightarrow{\kappa\to0}\;-V\langle I\rangle_0 .
\]

The trace runs over all photon numbers, so \(F\) depends only on \(V\) and \(\tau\), and in a large volume it is proportional to \(V\). Then \(P=-\partial F/\partial V=-F/V\), so

\[
\Delta P=\kappa\langle I\rangle_0 .
\]

In this average \(4\pi\boldsymbol\Pi\) is the free electric field, again written \(\mathbf E\).

## (c) Wick contraction

**Question.** Justify Wick's theorem for normal-ordered products in the thermal state, and use it to find \(\Delta P\) in terms of \(\rho\).

**Answer.** A mode with mean occupation \(\bar n\) holds \(n\) photons with probability \(\bar n^n/(1+\bar n)^{n+1}\). Its density matrix is a mixture of coherent states \(|z\rangle\):

\[
\hat\rho=\int\frac{d^2z}{\pi\bar n}\,e^{-|z|^2/\bar n}\,|z\rangle\langle z| .
\]

To check this, note that the integral over the phase of \(z\) removes off-diagonal elements. With \(u=|z|^2\) the diagonal ones are

\[
\frac{1}{\bar n\,n!}\int_0^\infty du\,u^n e^{-u(1+1/\bar n)}=\frac1{\bar n}\left(\frac{\bar n}{1+\bar n}\right)^{n+1}=\frac{\bar n^n}{(1+\bar n)^{n+1}} .
\]

In a coherent state a normal-ordered product is evaluated by replacing \(a\to z\) and \(a^\dagger\to z^*\). The fields are linear in these amplitudes, so they behave as classical Gaussian variables \(X_a\) with zero mean. With \(G_{ab}=\langle X_aX_b\rangle\) one has \(\langle e^{\lambda\cdot X}\rangle=\exp(\tfrac12\lambda_aG_{ab}\lambda_b)\). Comparing the terms in \(\lambda_a\lambda_b\lambda_c\lambda_d\) gives

\[
\langle X_aX_bX_cX_d\rangle=G_{ab}G_{cd}+G_{ac}G_{bd}+G_{ad}G_{bc}.
\]

As a test of the free-energy formula of part (b) together with the pairing rule (the Legendre step does not enter, since the interaction contains no velocity), take one oscillator with \(\omega=\tau=1\) and interaction \(g\,{:}q^4{:}\), where \(q=(a+a^\dagger)/\sqrt2\). Here \(\langle{:}q^2{:}\rangle=\bar n\), and three pairings predict \(\partial F/\partial g=3\bar n^2=1.0160907\) at \(g=0\). Numerical diagonalization gives 1.0160907.

For the photon gas, write \(\langle E^2\rangle=\mathcal E\) and \(\langle B^2\rangle=\mathcal B\). Isotropy gives

\[
\langle E_iE_j\rangle=\frac{\mathcal E}{3}\delta_{ij},\qquad \langle B_iB_j\rangle=\frac{\mathcal B}{3}\delta_{ij},\qquad \langle E_iB_j\rangle=0 .
\]

The last correlator could only be proportional to \(\delta_{ij}\), but it changes sign under reflection, which leaves the gas unchanged. The contractions are

\[
\langle(E^2)^2\rangle=\langle E_iE_iE_jE_j\rangle=\mathcal E^2+2\,\frac{\mathcal E^2}{9}\,\delta_{ij}\delta_{ij}=\frac53\mathcal E^2,
\]

\[
\langle(B^2)^2\rangle=\frac53\mathcal B^2,\qquad \langle E^2B^2\rangle=\mathcal E\mathcal B,\qquad
\langle(\mathbf E\cdot\mathbf B)^2\rangle=\frac{\mathcal E\mathcal B}{9}\,\delta_{ij}\delta_{ij}=\frac{\mathcal E\mathcal B}{3}.
\]

Together,

\[
\langle I\rangle_0=\frac53(\mathcal E^2+\mathcal B^2)-2\mathcal E\mathcal B+\frac73\mathcal E\mathcal B=\frac53(\mathcal E^2+\mathcal B^2)+\frac13\mathcal E\mathcal B .
\]

Free waves carry equal electric and magnetic energy, so \(\mathcal E=\mathcal B=4\pi\rho\). Then \(\langle I\rangle_0=\frac{11}{3}(4\pi\rho)^2\), and

\[
\Delta P=\frac{\alpha^7}{360\pi^2}\cdot\frac{11}{3}\cdot16\pi^2\rho^2=\frac{22}{135}\,\alpha^7\rho^2 .
\]

To restore units, \(\Delta P/\rho^2\) must be an inverse energy density. The electron supplies \(\hbar^3/(m^4c^5)\), which equals \(\alpha^5\) in atomic units. The remaining factor is \(\alpha^2\):

\[
\Delta P=\frac{22\,\alpha^2\hbar^3}{135\,m^4c^5}\,\rho^2,
\]

or \(22\alpha^2\rho^2/(135m^4)\) when \(\hbar=c=1\). The sign is positive: the pressure rises at fixed temperature.

## (d) The vacuum fluctuations

**Question.** The interaction is not normal-ordered from the outset. Show that contractions in the vacuum do not alter the temperature-dependent result.

**Answer.** Without normal ordering, each correlator is a thermal part plus a vacuum part. Let the vacuum parts of \(\langle E^2\rangle\) and \(\langle B^2\rangle\) be \(\mathcal E_v\) and \(\mathcal B_v\). Inserting the sums in \(\langle I\rangle_0\), with thermal \(\mathcal E=\mathcal B\), gives the mixed term

\[
\frac{10}{3}\mathcal E(\mathcal E_v+\mathcal B_v)+\frac13\mathcal E(\mathcal E_v+\mathcal B_v)=\frac{11}{3}\mathcal E(\mathcal E_v+\mathcal B_v).
\]

The vacuum parts diverge and need a regulator. If it respects Lorentz invariance and parity, the coincident correlator has the form

\[
\langle F_{\mu\nu}F_{\rho\sigma}\rangle=C(\eta_{\mu\rho}\eta_{\nu\sigma}-\eta_{\mu\sigma}\eta_{\nu\rho}),\qquad \eta=\mathrm{diag}(1,-1,-1,-1).
\]

The components \(F_{0i}\) give \(\langle E_iE_j\rangle=-C\delta_{ij}\), and the components \(F_{ij}\) give \(\langle B_iB_j\rangle=+C\delta_{ij}\). Hence \(\mathcal E_v+\mathcal B_v=0\), and the mixed term vanishes. The purely vacuum term is independent of temperature and belongs to the vacuum energy. A plain frequency cutoff breaks Lorentz invariance, and this argument does not cover it.

## (e) Temperature dependence

**Question.** Express \(\Delta P\) and \(\Delta P/P_0\) through the temperature.

**Answer.** Two polarizations and \(\omega=ck\) give

\[
\rho=2\int\frac{d^3k}{(2\pi)^3}\frac{\omega}{e^{\omega/\tau}-1}=\frac{1}{\pi^2c^3}\int_0^\infty\frac{\omega^3d\omega}{e^{\omega/\tau}-1}=\frac{\tau^4}{\pi^2c^3}\cdot\frac{\pi^4}{15}=\frac{\pi^2\alpha^3\tau^4}{15}.
\]

Squaring this,

\[
\Delta P=\frac{22\alpha^7}{135}\cdot\frac{\pi^4\alpha^6\tau^8}{225}=\frac{22\pi^4}{30375}\,\alpha^{13}\tau^8 .
\]

The eighth power arises because the interaction couples photons in pairs and is therefore quadratic in the energy density, which is proportional to \(\tau^4\). With \(P_0=\rho/3\),

\[
\frac{\Delta P}{P_0}=\frac{22}{45}\alpha^7\rho=\frac{22\pi^2}{675}\,\alpha^{10}\tau^4=\frac{22\pi^2}{675}\,\alpha^2\left(\frac{\tau}{c^2}\right)^4 .
\]

## (f) A check from crossing light waves

**Question.** Recover the coefficient from the interaction of pairs of plane waves, without field contractions. What happens for parallel waves?

**Answer.** Let two waves have directions \(\mathbf k_1,\mathbf k_2\) at angle \(\theta\), amplitudes \(a_1,a_2\) and phases \(\varphi_1,\varphi_2\). For a single wave both \(E^2-B^2\) and \(\mathbf E\cdot\mathbf B\) vanish, so only cross terms survive:

\[
E^2-B^2=2(\mathbf E_1\cdot\mathbf E_2-\mathbf B_1\cdot\mathbf B_2),\qquad \mathbf E\cdot\mathbf B=\mathbf E_1\cdot\mathbf B_2+\mathbf E_2\cdot\mathbf B_1 .
\]

Choose polarizations \(\mathbf n\), normal to the plane of the two directions, and \(\mathbf p_i=\mathbf n\times\mathbf k_i\), with \(\mathbf p_1\cdot\mathbf p_2=\cos\theta\). An electric field along \(\mathbf n\) has its magnetic field along \(-\mathbf p_i\); one along \(\mathbf p_i\) has it along \(\mathbf n\). Let \(C=a_1a_2\cos\varphi_1\cos\varphi_2\).

- Both along \(\mathbf n\), or both in the plane: \(E^2-B^2=\pm2(1-\cos\theta)C\) and \(\mathbf E\cdot\mathbf B=0\), so \(I=4(1-\cos\theta)^2C^2\).
- One of each: \(E^2-B^2=0\) and \(\mathbf E\cdot\mathbf B=(1-\cos\theta)C\), so \(I=7(1-\cos\theta)^2C^2\).

The polarization mean of the prefactors is \((4+4+7+7)/4=11/2\), and the phase mean of \(C^2\) is \(a_1^2a_2^2/4\). The mean energy densities are \(u_i=a_i^2/8\pi\), so \(a_1^2a_2^2=64\pi^2u_1u_2\) and

\[
\overline{\mathcal L_1}=\kappa\cdot\frac{11}{2}\cdot16\pi^2(1-\cos\theta)^2u_1u_2=\frac{11}{45}\alpha^7(1-\cos\theta)^2u_1u_2 .
\]

Parallel waves do not interact at this order. Head-on waves have the largest coupling, \(\frac{44}{45}\alpha^7=0.978\,\alpha^7\).

In the thermal gas the modes have independent random phases, so terms with three or four different waves average to zero. The angular mean of \((1-\cos\theta)^2\) is \(1+\frac13=\frac43\). Counting each pair once gives

\[
\Delta P=\frac12\rho^2\cdot\frac{11}{45}\cdot\frac43\,\alpha^7=\frac{22}{135}\alpha^7\rho^2 .
\]

The physical reason for the sign is now visible. The interaction energy density is \(-\overline{\mathcal L_1}\), so adding a photon of frequency \(\omega\) to the gas costs less than \(\omega\). Averaged over polarization, the change is

\[
\frac{\delta\omega}{\omega}=-\frac{11}{45}\cdot\frac43\,\alpha^7\rho=-\frac{44}{135}\alpha^7\rho .
\]

There is no factor \(\frac12\) here, because the added photon meets the whole gas. Lower frequencies mean a lower free energy at given \(\tau\), hence a higher pressure.

## (g) Fixed temperature or fixed energy?

**Question.** Find the change of energy density at fixed temperature, and the change of pressure at fixed total energy density.

**Answer.** The energy density follows from the pressure as \(\tau\,dP/d\tau-P\). Since \(\Delta P\propto\tau^8\), it rises at fixed temperature by

\[
8\Delta P-\Delta P=7\Delta P .
\]

To return to the original energy density the gas must cool and give up \(7\Delta P\). To leading order this comes from the free part, whose pressure is one third of its energy density and so drops by \(\frac73\Delta P\). The net change is

\[
\Delta P-\frac73\Delta P=-\frac43\Delta P .
\]

Thus the pressure falls when the comparison is made at equal energy density.

The numerical values are 7.0001 and −1.3327. The first contains the error of a central difference with relative step \(h=10^{-3}\): for \(\tau^8\) it adds \(56h^2\approx0.00006\). The second was computed with the coupling enlarged so that \(r=\Delta P/P_0=10^{-4}\). The gas then cools until \(\tau^8\) has dropped by the fraction \(14r/3\), which changes \(-1.3333\) to \(-1.3327\).

## (h) Numbers and range of validity

**Question.** Evaluate the effect at \(k_BT=10000\) eV. Is the weak-field expansion justified there, and when do real electron–positron pairs matter more?

**Answer.** In atomic units \(\tau=10000/27.2114=367.493\), and

\[
\rho=\frac{\pi^2}{15}(0.00729735)^3(367.493)^4=4663.4 ,
\]

which is \(8.563\times10^5\) eV/Å³. The free pressure is one third of this, \(2.854\times10^5\) eV/Å³. The shift is

\[
\Delta P=\frac{22}{135}(0.00729735)^7(4663.4)^2=3.905\times10^{-9},
\]

or \(7.17\times10^{-7}\) eV/Å³, which is \(1.15\times10^5\) Pa. Relative to the free pressure it is \(2.5\times10^{-12}\), and photon frequencies are lowered by the fraction \(1.7\times10^{-12}\). At half the temperature the shift is \(2.80\times10^{-9}\) eV/Å³, smaller by \(2^8=256\).

The rms electric field is \(9.4\times10^{-5}\) of the critical field, so higher powers of the field are negligible. The temperature is 0.0196 of the rest energy. Interaction terms with field derivatives bring further powers of photon energy over rest energy. Those with two derivatives drop out of the pressure at first order: only forward scattering enters there, and its amplitude, averaged over polarization, is even in the product of the two photon energies. The first such correction is therefore of relative order \((\tau/c^2)^4\); its coefficient is not computed here. Derivative terms quadratic in the field vanish at first order, because they contain the free wave equation. Further loops correct the coefficient by relative order \(\alpha\). The digits above therefore describe the leading formula, not the complete pressure to that accuracy.

Real pairs are created and destroyed freely, so the chemical potentials of electrons and positrons add to zero; with no net charge their numbers are equal, and each potential is zero. Treated as a dilute, nonrelativistic ideal gas with four species (two spins, two charges), they have

\[
P_{\rm pair}\simeq4\tau\int\frac{d^3p}{(2\pi)^3}\,e^{-(c^2+p^2/2)/\tau}=4\tau\left(\frac{\tau}{2\pi}\right)^{3/2}e^{-c^2/\tau}.
\]

With \(\xi=c^2/\tau\), division by the result of part (e) gives

\[
\frac{P_{\rm pair}}{\Delta P}\simeq\frac{4}{(2\pi)^{3/2}}\cdot\frac{30375}{22\pi^4}\,\frac{\xi^{11/2}e^{-\xi}}{\alpha^2}.
\]

At 10000 eV, \(\xi\approx51\) and the exponential wins. The relativistic ideal-gas integral gives a pair pressure of \(8.0\times10^{-15}\) eV/Å³, about \(1.1\times10^{-8}\) of \(\Delta P\). The large factor \(\xi^{11/2}/\alpha^2\) lets the pairs catch up well below the rest energy: the two pressures are equal near 17100 eV, where \(\xi\approx30\). This estimate omits the interactions of the pairs with each other and with the radiation. Below about 17100 eV the photon–photon shift is the larger of the two, and the pairs fade quickly: at 15000 eV their pressure is about 3% of the shift. The full numerical values are in the output that follows.

## Values computed for the example and the checks

```
fine-structure constant alpha            = 0.007297353
electron rest energy                     = 510999.0 eV
Hartree energy                           = 27.211386 eV
Bohr radius                              = 0.52917721 angstrom
Gaussian mean of bracket, unit <E^2>,<B^2> = 3.666666667
vacuum-thermal mixed term (e_vac=-b_vac) = 4.4e-15
coefficient from contractions            = 0.162962963
coefficient from plane-wave pairs        = 0.162962963
22/135                                   = 0.162962963
head-on pair coupling / alpha^7          = 0.977778
oscillator dF/dg, diagonalization        = 1.0160907
oscillator dF/dg, Wick                   = 1.0160907
temperature k_B T                        = 10000 eV
k_B T in atomic units                    = 367.4932 hartree
k_B T / rest energy                      = 0.019570
energy density rho, atomic units         = 4663.391 hartree/bohr^3
energy density rho                       = 8.56346e+05 eV/angstrom^3
free pressure P0                         = 2.85449e+05 eV/angstrom^3
rms force e*E on unit charge             = 12448.2 eV/angstrom
rms field / critical field               = 9.4070e-05
pressure shift dP, atomic units          = 3.90526e-09 hartree/bohr^3
pressure shift dP                        = 7.17129e-07 eV/angstrom^3
pressure shift dP, converted             = 1.14897e+05 Pa
dP / P0                                  = 2.51229e-12
fractional lowering of photon frequency  = 1.67486e-12
dP at half the temperature               = 2.80128e-09 eV/angstrom^3
dP(T) / dP(T/2)                          = 256.000000
energy density shift / dP, fixed T       = 7.0001
pressure change / dP, fixed energy       = -1.3327
pressure of real pairs                   = 8.040e-15 eV/angstrom^3
pair pressure / dP                       = 1.121e-08
k_B T where pair pressure equals dP      = 17110 eV
```
